# Choosing Angular Channels and Radial Basis for a Shallow-Acceptor Calculation

For a shallow acceptor with rough germanium parameters, a calculation that keeps only s-like envelope functions gives a binding energy of 4.28 meV. Allowing d-like functions as well raises it to 9.53 meV, although the d-like part carries only 27% of the probability. The setting responsible is the angular cutoff of the envelope basis in a multiband effective-mass solver. This guide derives what the cutoff does, how to choose the radial basis that goes with it, and when more bands or channels are needed.

## The model behind the setting

Near the top of a cubic valence band with large spin-orbit splitting, a hole has four internal states, described by dimensionless angular momentum matrices $\mathbf J$ with $J=3/2$. Count hole energy as positive into the band. In Hartree atomic units, the isotropic Luttinger Hamiltonian with an ionized acceptor at the origin is

$$H=\tfrac12\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right]-\frac1{\epsilon r},\qquad \gamma=\frac{2\gamma_2+3\gamma_3}{5}.$$

Here $\epsilon$ is the static relative permittivity and $\gamma_1,\gamma_2,\gamma_3$ are the Luttinger parameters. The band couples five quadrupole components of $\mathbf k$ to the matching five of $\mathbf J$, two with strength $\gamma_2$ and three with $\gamma_3$. The isotropic part of this coupling is its mean, which is $\gamma$.

For a unit vector $\mathbf n$ define

$$Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm\frac32,\pm\frac12$, so those of $Q$ are $+1$ and $-1$, and $Q^2=1$. Substituting $(\mathbf k\cdot\mathbf J)^2=k^2(Q+\frac54)$ cancels the $\frac52\gamma$ term and leaves the kinetic energy $\frac12\gamma_1k^2[1-\mu Q(\hat{\mathbf k})]$, with

$$\mu=\frac{2\gamma}{\gamma_1}=\frac{4\gamma_2+6\gamma_3}{5\gamma_1}.$$

Measure length in $a_0=\epsilon\gamma_1$ and energy in $R_0=1/(2\epsilon^2\gamma_1)$. Then $\gamma_1/(2a_0^2)=R_0$ and $1/(\epsilon a_0)=2R_0$, so

$$H=k^2[1-\mu Q(\hat{\mathbf k})]-\frac2r .$$

The heavy-hole branch ($Q=1$) has kinetic energy $(1-\mu)k^2$ and the light-hole branch ($Q=-1$) has $(1+\mu)k^2$. These branch names assume $\mu\ge0$, and the model then needs $\mu<1$. At $\mu=1$ the heavy band is flat, and beyond it the band bends the wrong way.

## Why the cutoff is two

$H$ conserves $\mathbf F=\mathbf L+\mathbf J$ and parity. The hydrogen ground state has $L=0$, hence $F=3/2$ and even parity. The values of $L$ that combine with $J=3/2$ to give $F=3/2$ are 0, 1, 2 and 3. Even parity leaves 0 and 2, once each. The state is therefore

$$\Psi=\frac1{\sqrt{4\pi}}\,[f(r)+g(r)Q(\mathbf n)]\chi,$$

where $\chi$ is any constant four-component spinor. $Q$ is unchanged by a joint rotation of space and spin, so $\Psi$ transforms like $\chi$, and the level is fourfold degenerate. To see that $Q$ is purely $L=2$, write

$$Q=\sum_{ij}A_{ij}n_in_j,\qquad A_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij}.$$

Its trace is $\sum_iA_{ii}=J^2-\frac{15}4=0$. The angular average of $Q$ thus vanishes, and with $Q^2=1$ the norm is $\int r^2(f^2+g^2)\,dr=1$.

Since $\mathbf k=-i\nabla$, the operator $k^2Q(\hat{\mathbf k})$ is $-\mathcal Q$ with $\mathcal Q=\sum A_{ij}\partial_i\partial_j$, and the kinetic energy is $-\nabla^2+\mu\mathcal Q$. For a radial function

$$\partial_i\partial_jf=n_in_j\left(f''-\frac{f'}r\right)+\delta_{ij}\frac{f'}r .$$

The last term drops out because $A$ is traceless, so $\mathcal Qf=(f''-f'/r)\,Q(\mathbf n)$.

For the d-like part, go to momentum space. The Fourier transform preserves angular form, so $gQ(\mathbf n)$ becomes $G(k)Q(\hat{\mathbf k})$. Multiplication by $k^2Q$ gives $k^2G$, because $Q^2=1$. The result is a pure s-wave, and in real space $\mathcal Q(gQ)=Dg$ for some radial operator $D$. As $\mathcal Q$ is Hermitian, a smooth test function $f$ that vanishes near the origin and far away satisfies

$$\int r^2f\,Dg\,dr=\int r^2g\left(f''-\frac{f'}r\right)dr=\int f\left[(r^2g)''+(rg)'\right]dr .$$

The bracket is $r^2g''+4rg'+2g+rg'+g$. Dividing by $r^2$ gives

$$Dg=g''+\frac5rg'+\frac3{r^2}g .$$

With the usual centrifugal term $6/r^2$ for $L=2$, the coupled equations are

$$-f''-\frac2rf'-\frac2rf+\mu\left(g''+\frac5rg'+\frac3{r^2}g\right)=Ef,$$

$$-g''-\frac2rg'+\frac6{r^2}g-\frac2rg+\mu\left(f''-\frac1rf'\right)=Eg .$$

For this symmetry and this isotropic model, a cutoff of $L=2$ is complete, and raising it changes nothing. A cutoff of $L=0$ forces $g=0$. The first equation is then hydrogen's, with $E=-1$ whatever the value of $\mu$. An s-only calculation thus ignores the heavy-light coupling entirely, even when the coupling has been entered correctly.

## How a 27% admixture more than doubles the energy

In momentum space let the s and d amplitudes be $F(k)$ and $G(k)$, taken real. The average kinetic energy is an integral over

$$k^2\left(F^2+G^2-2\mu FG\right)=\tfrac12k^2\left[(1-\mu)(F+G)^2+(1+\mu)(F-G)^2\right].$$

A $G$ of the same sign as $F$ moves the hole from the light branch to the heavy one and lowers its kinetic energy. The gain is linear in $G$, while the probability is quadratic, so a modest weight can have a large effect.

The lower kinetic cost also lets the state contract. Replace $\Psi(\mathbf r)$ by the normalized $\lambda^{3/2}\Psi(\lambda\mathbf r)$. If $T$ and $V$ are the kinetic and potential averages at $\lambda=1$, the energy becomes $\lambda^2T+\lambda V$. An eigenstate is stationary at $\lambda=1$, so $2T+V=0$ and $E=-T=V/2$. In the example $T=2.226$ and $V=-4.453$, against 1 and $-2$ for hydrogen. The mean radius is $0.741\,a_0$ instead of $1.5\,a_0$. The final kinetic energy exceeds hydrogen's because the state has contracted to gain potential energy.

Two limits show how much depends on $\mu$. Replacing $g$ by $-g$ is equivalent to changing the sign of $\mu$, so $E$ is even in $\mu$, and the correction to hydrogen starts as $\mu^2$. The computed energies are

| $\mu$ | $E/R_0$ |
|---|---|
| 0 | −1.000 |
| 0.2 | −1.037 |
| 0.4 | −1.171 |
| 0.6 | −1.503 |
| 0.8 | −2.580 |
| 0.9 | −4.768 |

The first nonzero entry gives $0.037/0.04\approx0.9$ for the coefficient of $\mu^2$. At $\mu=0.2$ the s-only energy is too weak by less than 4% of the coupled value.

At the other end, $Q\le1$ implies a kinetic energy of at least $(1-\mu)k^2$. A particle with kinetic energy $ak^2$ in the potential $-2/r$ has ground energy $-1/a$, so $E\ge-1/(1-\mu)$. For an upper bound, choose a trial state with $G=F$. It lies wholly on the heavy branch, with kinetic energy $(1-\mu)t$ and potential energy $-v$, where $t$ and $v$ do not depend on $\mu$. Minimizing $\lambda^2(1-\mu)t-\lambda v$ over $\lambda$ gives $-v^2/[4t(1-\mu)]$. Both bounds scale as $1/(1-\mu)$, so the binding energy diverges in that way as $\mu\to1$. The products $(1-\mu)|E|$ are 0.52 and 0.48 for the last two table entries. In this range small errors in the band parameters matter greatly, and a strongly contracted state may leave the region where a parabolic band is justified.

## The radial basis

Multiply the coupled equations by $r^2f$ and $r^2g$ and integrate. In the coupling term, two integrations by parts give

$$\int f(r^2g''+5rg'+3g)\,dr=\int(-r^2f'g'+3rfg'+3fg)\,dr=-\int r^2f'\left(g'+\frac3rg\right)dr .$$

The second equality uses $\int rfg'\,dr=-\int(f+rf')g\,dr$. The boundary terms vanish for bound states with finite $f$ and with $g\to0$ at the origin. The energy of a normalized pair is then

$$E=\int\left[r^2f'^2+r^2g'^2+6g^2-2r(f^2+g^2)-2\mu r^2f'\left(g'+\frac3rg\right)\right]dr .$$

Only first derivatives remain.

The behaviour at the origin fixes the form of the d-like functions. Insert $f=f_0r^s$ and $g=g_0r^s$, and keep the most singular terms:

$$-s(s+1)f_0+\mu(s+1)(s+3)g_0=0,$$
$$\mu s(s-2)f_0-(s+3)(s-2)g_0=0 .$$

The determinant is $(1-\mu^2)s(s+1)(s+3)(s-2)$, so the finite solutions start with $s=0$ or $s=2$. For $s=0$ the second equation reads $6g_0=0$, which leaves $f$ alone at the origin. At the next order write $f=f(0)(1+cr)$ and $g=f(0)\,dr$, with $d$ a coefficient. The terms in $1/r$ give

$$-2c-2+8\mu d=0,\qquad 4d-\mu c=0 .$$

Inserting $d=\mu c/4$ in the first equation yields

$$\frac{f'(0)}{f(0)}=-\frac1{1-\mu^2},\qquad \frac{g'(0)}{f(0)}=-\frac{\mu}{4(1-\mu^2)} .$$

The d-like function thus begins as $r$, not as the $r^2$ of an uncoupled d state. Its negative sign agrees with a positive $G$, since the Fourier transform of a d-wave carries the factor $(-i)^2=-1$.

With $x=2\beta r$, suitable functions are

$$\phi_n=\frac{(2\beta)^{3/2}L_n^{(2)}(x)e^{-x/2}}{\sqrt{(n+1)(n+2)}},$$
$$\psi_n=\frac{(2\beta)^{3/2}xL_n^{(4)}(x)e^{-x/2}}{\sqrt{(n+1)(n+2)(n+3)(n+4)}} .$$

They are orthonormal because $r^2dr=(2\beta)^{-3}x^2dx$ and $\int_0^\infty x^\alpha e^{-x}L_m^{(\alpha)}L_n^{(\alpha)}dx=\delta_{mn}(n+\alpha)!/n!$. The extra $x$ in each $\psi_n$ turns the weight $x^2$ into $x^4$. Expanding $f$ in $\phi_n$ and $g$ in $\psi_n$ turns the energy into a symmetric matrix with blocks

$$H^{ss}_{mn}=\int(r^2\phi_m'\phi_n'-2r\phi_m\phi_n)\,dr,$$
$$H^{dd}_{mn}=\int(r^2\psi_m'\psi_n'+6\psi_m\psi_n-2r\psi_m\psi_n)\,dr,$$
$$H^{sd}_{mn}=-\mu\int r^2\phi_m'\left(\psi_n'+\frac3r\psi_n\right)dr .$$

Every integrand is a polynomial times $e^{-x}$. With $N$ functions per channel its degree is at most $2N+2$. Gauss-Laguerre quadrature with $M$ points is exact up to degree $2M-1$, so $M=N+2$ points suffice apart from rounding. The lowest eigenvalue of the matrix is the ground energy. It lies above the true value of the model and cannot rise as $N$ grows.

The tails guide the choice of $\beta$. Far from the acceptor, to leading order,

$$-f''+\mu g''=Ef,\qquad -g''+\mu f''=Eg .$$

The sum and difference of these equations give decay constants $\sqrt{|E|/(1-\mu)}$ for $f+g$ and $\sqrt{|E|/(1+\mu)}$ for $f-g$. In the example they are 3.05 and 1.12 in units of $1/a_0$. The neglected terms in $1/r$ mix the two combinations, so very far out the slower decay appears in both. The values $\beta=2$ and $\beta=3$, both inside this interval, give the same energy, $-2.2263906$, with 60 functions per channel. At $\beta=2$, five functions per channel give $-2.22616$ and ten give $-2.22638$. Ten are ample for the energy, since the error is far below that of the model.

Local quantities need more care. With 60 functions the slope ratios come out as $-2.398$ and $-0.459$, against $-2.378$ and $-0.452$ from the formulas, deviations of about 0.9% and 1.4%. The main reason is a logarithm. At order $r^0$ in the second equation, terms $r^2$ in $f$ and $g$ contribute nothing, because $s=2$ makes both coefficients vanish. The Coulomb term $-2g/r$ leaves $-2f(0)d$, which must be cancelled by terms of the form $r^2\ln r$. No finite set of the basis functions contains these. Adding one function $r^2\ln r\,e^{-\beta r}$ to each channel shows the effect: with 20 ordinary functions per channel, the two deviations fall from 2.7% and 4.5% to below 0.2%. A solver that reports a contact density or a slope should be converged on that quantity, not on the energy.

## What the hydrogen check can and cannot show

At $\mu=0$ the two channels separate. The basis with $\beta=2$ gives $-1$, $-0.25$ and a pair at $-0.111111$, which are $-1/n^2$ for 1s, 2s and the degenerate 3s and 3d. The 3d level checks the centrifugal term. The limit says nothing about the coupling, however, since every term in $\mu$ has been switched off.

A test at the working value of $\mu$ is therefore needed. Diagonalizing the four-component Hamiltonian in three-dimensional s and d Gaussians, with explicit $\mathbf J$ matrices and no radial reduction, gives $-2.2261$. This is 0.01% weaker than the radial result, as a finite variational basis allows, and the level is fourfold. The next level in that basis is at $-0.660$. That basis holds only even-parity states. A basis of p- and f-like Gaussians puts the lowest odd-parity level at about $-0.96$, well above the quartet, so the quartet is indeed the ground state here.

## The germanium numbers and what they omit

The rough typical inputs are $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\epsilon=15.4$ and a spin-orbit splitting of 0.29 eV. They give

$$\mu=\frac{4(4.2)+6(5.7)}{5(13.4)}=0.761,\qquad R_0=\frac{13606\ \text{meV}}{15.4^2\times13.4}=4.28\ \text{meV},$$

and $a_0=0.0529\times15.4\times13.4=10.9$ nm. The binding energy is $2.226\times4.281=9.53$ meV and the mean radius is $0.741\times10.92=8.1$ nm. The radius spans many atomic spacings, which supports the effective-mass description outside the central cell.

Three corrections were computed separately, each with the other settings held fixed:

- **Cubic warping** adds about 0.6 meV. The part of the band energy omitted by averaging $\gamma_2$ and $\gamma_3$ is a rank-4 tensor, while two $F=3/2$ states can be connected by rank 3 at most. Its first-order effect in the ground quartet therefore vanishes, as the numerical matrix elements confirm. The quartet keeps its old average energy under the full Hamiltonian, so the true minimum cannot lie higher. The warping mixes in other values of $F$, so $L=2$ is no longer complete. An s, d and g basis gives only 0.51 meV. Adding functions with $L=6$ raises this to 0.60 meV, and adding $L=8$ gives 0.61 meV.
- **The split-off band** adds 0.18 meV in the isotropic model. It enlarges the space of states without changing the four-band block, so it can only deepen the lowest level. The effect is small because the splitting is 68 $R_0$, but it grows to about 0.5 meV once cubic warping is present, since the warping opens further couplings to the split-off band. For a splitting of $10^6R_0$ the six-band energy returns to the four-band one within $10^{-5}R_0$.
- **Incomplete screening** near the ion adds roughly 0.9 meV if the potential is $-(2/r)[1+(\epsilon-1)e^{-r/\ell}]$ with an assumed $\ell=0.1$ nm. A basis with much tighter functions gives 0.89 meV, so the figure is converged, but it depends steeply on the assumed length: 0.16 meV for $\ell=0.05$ nm, 3.5 meV for 0.15 nm and about 15 meV for 0.2 nm. It is an indication of size, since effective-mass theory itself fails at that distance and the chemical identity of the acceptor enters there.

Measured binding energies of common shallow acceptors in germanium are roughly 10 to 12 meV, so the model value is somewhat low. All three corrections act in the needed direction, but they are not additive and the largest depends on an assumed length, so their sum of about 11.2 meV is not a prediction. Warping and the split-off band together add 1.1 meV rather than 0.8, giving 10.6 meV. All three together, with $\ell=0.1$ nm and a cutoff of 6, give roughly 15 meV, above the measured range. The permittivity matters as much: at fixed band parameters $E\propto1/\epsilon^2$, so $\epsilon=16$ would reduce 9.53 to 8.8 meV. Real doped material also breaks the assumption of an isolated acceptor. At an impurity density of $10^{14}$ cm$^{-3}$, the sphere containing one impurity has a radius of 134 nm. The Coulomb energy at that distance is $2R_0a_0/r=2(4.28)(10.9)/134=0.70$ meV, the size of the potential-energy shift from a single charged neighbour at that distance. The actual shifts depend on how many neighbours compensation leaves charged and where they sit.

For compensation statistics the binding energy enters an exponent. Let $\zeta$ be the hole chemical potential measured from the band edge, and suppose that an acceptor binds at most one hole, in the ground quartet. Then

$$\frac{N^0}{N^-}=4\exp\left(\frac{E_b+\zeta}{k_BT}\right),$$

where $N^0$ and $N^-$ are the neutral and ionized densities and $E_b=|E|R_0$. The 4 is the degeneracy found above. At 10 K, $k_BT=0.86$ meV. At fixed $\zeta$, the s-only error of 5.25 meV changes this ratio by $e^{6.1}\approx450$, and the warping correction alone changes it by $e^{0.7}\approx2$.

## Choosing the settings

For the ground state of the isotropic four-band model, set the angular cutoff to 2. Let the d-like functions start as $r$, or supply enough short-range functions to imitate that start. Take $\beta$ between the two decay constants, using the table for a first estimate of $E$, and repeat with another $\beta$. If $\gamma_2$ and $\gamma_3$ differ and errors of about 6% matter, the size of the warping correction for the parameters above, use the cubic Hamiltonian and raise the cutoff to at least 6, checking convergence. At that accuracy include the split-off band as well, since the two together shift the energy by about 12% for these parameters.

The table applies to other hosts with a fourfold band edge if four conditions hold: the binding energy is far below the spin-orbit splitting, the radius is large compared with the atomic spacing, the static permittivity describes the screening, and $\gamma_2$ and $\gamma_3$ are close enough for cubic warping to be a small correction. Wide-gap hosts need this check before use, because a deep acceptor or a weak spin-orbit splitting violates the first condition. The split-off band must then be included from the start. In a hexagonal crystal the crystal field splits the fourfold edge, and both the Hamiltonian and the factor 4 must be reconsidered. The numerical output below lists the main values used here; it does not include the warping results beyond $L=4$, the combined corrections, the other screening lengths and the tighter basis, the odd-parity level or the test with the added logarithmic functions.

## Table of computed values

```
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
relative permittivity = 15.4
spin-orbit splitting = 0.29 eV = 67.7 R0
coupling mu = 0.7612
energy unit R0 = 4.281 meV
length unit a0 = 10.92 nm
mu=0 levels (R0): -1.000000 -0.250000 -0.111111 -0.111111
Laguerre decay constant beta = 2.0 1/a0
functions per channel  5: E = -2.2261572 R0
functions per channel 10: E = -2.2263832 R0
functions per channel 20: E = -2.2263903 R0
functions per channel 40: E = -2.2263906 R0
functions per channel 60: E = -2.2263906 R0
E with beta = 3: -2.2263906 R0
table mu = 0.0: E = -1.00000 R0
table mu = 0.2: E = -1.03742 R0
table mu = 0.4: E = -1.17081 R0
table mu = 0.6: E = -1.50292 R0
table mu = 0.8: E = -2.58020 R0
table mu = 0.9: E = -4.76834 R0
lower bound -1/(1-mu) = -4.188 R0
binding energy = 9.532 meV
d-like weight = 0.2675
mean radius = 0.7408 a0 = 8.09 nm
kinetic energy = 2.22639 R0
potential energy = -4.45278 R0
f'(0)/f(0): basis -2.398, law -2.378 1/a0
g'(0)/f(0): basis -0.459, law -0.452 1/a0
3D Gaussian four-band E = -2.226115 R0
next even level in that basis = -0.6600 R0
largest first-order cubic element = 1.2e-13 R0
cubic warping adds 0.505 meV to binding
six-band E at splitting 1e6 R0 = -2.226119 R0
split-off band adds 0.182 meV to binding
assumed screening length = 0.1 nm
incomplete screening adds 0.88 meV
impurity density = 1e+14 cm^-3
mean impurity sphere radius = 134 nm
neighbour Coulomb scale = 0.70 meV
kT at 10 K = 0.86 meV
```
